Valence-band edges of a cubic crystal under biaxial (001) strain, part 2

The problem is to find the valence-band edges of germanium at k = 0 under equal strain along the two in-plane cube axes, and to decide which move in proportion to the strain. Energies are electron energies, measured from the unstrained j = 3/2 edge. Tension is positive, and angular momenta are in units of ħ. The model keeps six states, is linear in strain and holds the spin-orbit splitting Δ > 0 fixed.

The strains are e_xx = e_yy = e∥ and e_zz = e⊥, with trace Tr e = e_xx + e_yy + e_zz. For free faces and elastic constants C11 and C12, part (b) gives

e⊥ = −2 (C12/C11) e∥.

For the orbital state X, part (a) gives

H_XX = a_v Tr e + b (3e_xx − Tr e),

and Y and Z follow by permuting the axes. The volume and shape terms are

P = a_v (2e∥ + e⊥),  Q = b (e∥ − e⊥),

where b < 0 makes Q positive in compression.

L is the orbital angular momentum, S the spin and J = L + S; m and m_J are the eigenvalues of L_z and J_z. The arrows ↑ and ↓ give the spin, and

|+1⟩ = −(X + iY)/√2,  |0⟩ = Z,  |−1⟩ = (X − iY)/√2.

The Hamiltonian H = H_strain + H_so conserves m_J. With Π projecting on Z,

H_strain = P + Q − 3Q Π,
H_so = (2Δ/3) L·S − Δ/3.

The heavy holes are |+1⟩↑ and |−1⟩↓. The light-hole (LH) and split-off (SO) states with m_J = +1/2 mix |0⟩↑ and |+1⟩↓; those with m_J = −1/2 mix |0⟩↓ and |−1⟩↑. The unstrained light hole is

|3/2, 1/2⟩ = √(2/3) |0⟩↑ + √(1/3) |+1⟩↓.

The levels, from parts (d) and (e), are

E_HH = P + Q,
E_LH = P + (−Q − Δ + R)/2,
E_SO = P + (−Q − Δ − R)/2,
R² = Δ² − 2ΔQ + 9Q², R > 0,

with the sum rule of part (e)

E_LH + E_SO = 2P − Q − Δ.

The series of part (f), convergent for |Q| < Δ/3, is

E_LH = P − Q + 2Q²/Δ + 2Q³/Δ² + ...

Its first two terms are the linear rule.

**(g) What changes in the light-hole state to make its level curve, and where is the level stationary?**

Solution. Hold P and Δ fixed and vary Q. For a normalised eigenstate, the derivative of the energy is the expectation value of the derivative of H. The terms from the changing state add up to E times the derivative of the norm, which is zero. From H_strain = P + Q − 3QΠ, the derivative of H is 1 − 3Π. If w is the weight of the orbital Z in the light hole, then

dE_LH/dQ = 1 − 3w.

A state with fixed w would have a straight level, as the heavy hole does with w = 0. The curvature is −3 dw/dQ, which ties it to the change in orbital content.

The closed formula gives w explicitly. Since dR/dQ = (9Q − Δ)/R,

dE_LH/dQ = [−1 + (9Q − Δ)/R]/2,
w = (1 − dE_LH/dQ)/3 = [1 + (Δ − 9Q)/(3R)]/2.

At Q = 0 this is (1 + 1/3)/2 = 2/3, the weight of Z in |3/2, 1/2⟩. The split-off state has the remaining weight 1 − w, because each m_J = ±1/2 pair contains one Z state.

A second derivative settles the sign of the curvature at all strains:

d²R/dQ² = 9/R − (9Q − Δ)²/R³
= [9(Δ² − 2ΔQ + 9Q²) − (81Q² − 18ΔQ + Δ²)]/R³
= 8Δ²/R³.

Half of this, 4Δ²/R³, is the curvature of E_LH at fixed P, and −4Δ²/R³ is that of E_SO. The light-hole curve is convex everywhere, so it lies above its tangent at Q = 0. The linear rule E_LH ≈ P − Q thus places the light hole too low for any nonzero Q.

The level is stationary when 9Q − Δ = R, which requires 9Q > Δ. Squaring gives

81Q² − 18ΔQ + Δ² = Δ² − 2ΔQ + 9Q²,
72Q² = 16ΔQ.

The root Q = 0 violates 9Q > Δ and is discarded. The other root is Q = 2Δ/9. There R = 9Q − Δ = Δ, and

E_LH − P = (−2Δ/9 − Δ + Δ)/2 = −Δ/9.

By convexity this is the minimum. Increasing compression first lowers the light hole relative to P and then raises it again. At the minimum w = 1/3, so the upward pull on the m = ±1 part, with weight 2/3 and slope +1, balances the downward pull on the Z part, with weight 1/3 and slope −2. In a real film P changes along with Q. For nonzero a_v this displaces the minimum of the total energy E_LH as a function of e∥, and if |a_v| is large enough compared with |b| there is no minimum at all.

**(h) Find the levels for |Q| much larger than Δ, and the largest possible separation of heavy and light holes in compression.**

Solution. For large |Q|, take 3|Q| out of the root:

R = 3|Q| √(1 − 2Δ/(9Q) + Δ²/(9Q²)).

To first order in Δ/Q, R = 3Q − Δ/3 for positive Q and R = −3Q + Δ/3 for negative Q. Substitution gives, for strong compression,

E_LH − P → Q − 2Δ/3,  E_SO − P → −2Q − Δ/3,

and for strong tension,

E_LH − P → −2Q − Δ/3,  E_SO − P → Q − 2Δ/3.

Strain now fixes the orbitals, and spin-orbit coupling adds a constant to each. In Z the mean of L·S is zero, which leaves −Δ/3. In |+1⟩↓ the mean is −1/2, which gives −Δ/3 − Δ/3 = −2Δ/3. The light hole thus turns into |+1⟩↓ under compression and into Z under tension, with the m_J = −1/2 partners behaving alike. The levels become linear again, but with slopes that differ from the initial one. These are limits of the six-state model; a real crystal may leave the range of linear strain theory, or break, before it reaches them.

The separation of the heavy and light holes is

D = E_HH − E_LH = (3Q + Δ − R)/2.

Multiply and divide by 3Q + Δ + R. Since (3Q + Δ)² − R² = 9Q² + 6ΔQ + Δ² − Δ² + 2ΔQ − 9Q² = 8ΔQ,

D = 4ΔQ/(3Q + Δ + R).

The denominator is positive. This is evident for Q ≥ 0, and for Q < 0 it follows from R² − (3Q + Δ)² = −8ΔQ > 0. Hence D has the sign of Q: the heavy hole is on top in compression and the light hole in tension. Also dD/dQ = 1 − (1 − 3w) = 3w, which is positive, so D grows steadily with Q. Its limit for Q → +∞ is 4Δ/6 = 2Δ/3. Compression cannot separate the two edges by more than this within the model, because both levels end up rising with the same slope.

**(i) Under what changes of the assumptions does the contrast between the levels disappear?**

Solution. Without spin-orbit coupling, Δ = 0, the levels are the orbital energies P + Q and P − 2Q, and all are linear. The formula then has R = 3|Q|, so "upper level" changes from one straight line to the other at Q = 0. In the opposite limit, Δ much larger than |Q|, the term 2Q²/Δ becomes negligible and the light hole follows P − Q. For |Q| much larger than Δ, it follows the straight lines of part (h). A departure from these straight-line limits that is appreciable relative to |Q| therefore needs strain and spin-orbit energies of comparable size.

The heavy hole loses its exact linearity when the two in-plane strains differ. Let e_xx = e∥ + δ/2 and e_yy = e∥ − δ/2 at unchanged e⊥. The trace is the same, and by part (a) the energies of X and Y change by +v and −v, with v = 3bδ/2. This perturbation turns X + iY into v(X − iY), so it couples |+1⟩↑ to |−1⟩↑, which has m_J = −1/2. There is no first-order shift. The state |−1⟩↑ is contained in the light hole with weight 1 − w and in the split-off state with weight w, so second-order perturbation theory gives

δE_HH = v² [(1 − w)/(E_HH − E_LH) + w/(E_HH − E_SO)].

The shift is quadratic in the inequality δ. The expression requires |v| to be small compared with the level separations.

**(j) Evaluate the levels for germanium strained in its plane by +1.6 %, −1.6 % and +0.2 %.**

Solution. Rough typical parameters are Δ = 290 meV, b = −2.3 eV, a_v = 1.2 eV, C11 = 129 GPa and C12 = 48 GPa. The decimals below serve to follow the arithmetic; the parameters do not justify them as predictions.

The elastic ratio is e⊥/e∥ = −2 × 48/129 = −0.744. At e∥ = +1.6 % this gives e⊥ = −1.191 % and a trace of 2.009 %. Then

P = 1.2 eV × 0.02009 = 24.1 meV,
Q = −2.3 eV × (0.01600 + 0.01191) = −64.2 meV,
R = √[(290 + 64.2)² + 8 × 64.2²] meV = 398.0 meV.

The levels follow:

E_HH = 24.1 − 64.2 = −40.1 meV,
E_LH = 24.1 + (64.2 − 290 + 398.0)/2 = 110.2 meV,
E_SO + Δ = 24.1 + (64.2 − 290 − 398.0)/2 + 290 = 2.2 meV.

The last line is the shift of the split-off level from its own unstrained position. The linear rule would put the light hole at P − Q = 88.3 meV, which is 21.9 meV too low. The weight of Z has risen from 2/3 to 0.863.

At −1.6 %, P and Q change sign and R = 289.7 meV. The shifts are +40.1 meV for the heavy hole, −56.3 meV for the light hole and −56.1 meV for the split-off level. The heavy-hole shift is the reverse of its value in tension; the other two are not. The linear light-hole rule is now 32.0 meV too low. The series of part (f) shows why the error is larger in compression: its quadratic term is 28.4 meV for both signs, and its cubic term is +6.3 meV in compression and −6.3 meV in tension. The two terms add up to 34.7 and 22.1 meV; higher terms supply the remaining differences from 32.0 and 21.9 meV.

This compression is close to the stationary point of E_LH − P, where Q = 2Δ/9 = 64.4 meV; the total level E_LH, which includes P, has its minimum further out, near −2.4 %. That explains the nearly equal light-hole and split-off shifts. At the stationary point the first is P − Δ/9, and the sum rule of part (e) gives the second as P − Q + Δ/9 = P − Δ/9 as well.

At +0.2 %, Q is −8.0 meV and the light hole moves by 11.5 meV, against 11.0 meV from the linear rule. The error is 0.4 meV.

**(k) What do these shifts mean for the direct gap of a real film, and what does the model leave out?**

Solution. The conduction-band edge at k = 0 moves by a_c Tr e, with a_c roughly −8.2 eV. Starting from a direct gap of 0.80 eV at 300 K, the smallest direct gap at +1.6 % is

0.80 − 8.2 × 0.02009 − 0.110 = 0.525 eV,

or about 2360 nm, with the light hole on top. At +0.2 % it is 0.768 eV, or about 1615 nm, compared with 1550 nm without strain. At −1.6 % the heavy hole is on top and the gap is 0.925 eV, or about 1340 nm.

A tension of about 0.2 % can arise when germanium is grown on silicon at high temperature and cooled, because germanium contracts more than silicon. There the linear rule is adequate. The value +1.6 % is high, and belongs to the regime of deliberately stretched thin membranes. The strain in such a membrane may vary from place to place: an extra 0.1 % of strain lowers the gap by 18 meV. Heating by 50 K lowers it by about 20 meV, for a rough coefficient of −0.4 meV/K. Raising |b| or |a_c| by 10 % lowers it by 10 or 16 meV. The 22 meV of light-hole nonlinearity is therefore comparable with the uncertainty of the absolute gap, and a measured gap alone would test it poorly.

Other omissions can be sized in the same rough way. Confinement in a 50 nm membrane raises the gap by about 7.5 meV, if both carriers have a mass of 0.04 electron masses along z and the faces act as hard walls. Those masses suit nearly unstrained germanium. Under tension the masses along z shrink, because the direct gap narrows and because the light hole gains weight of Z, the only valence orbital that couples to the conduction state for k along z. The second cause gives roughly 40 % of the increase in the inverse light-hole mass and less for the electron. A k·p estimate with a Kane energy of 23 to 26 eV, fitted to the unstrained masses, puts both between about 0.022 and 0.026 at +1.6 %, which raises the confinement shift to roughly 12 to 13 meV. For fixed masses the shift varies as the inverse square of the thickness, so it cannot be neglected in a quantum well. Replacing the small strain by the Green strain, e + e²/2 for each component, changes the gap by −3.3 meV, or by −2.3 meV if the normal strain is readjusted so that the Green strains keep the free-face ratio. This indicates the size of second-order strain terms without determining them. If Δ fell in proportion to the increase in volume, the light-heavy separation would change by 0.3 meV. An in-plane inequality of 10 %, δ = 0.16 %, has v = −5.5 meV, and part (i) gives

δE_HH = 5.52² × (0.137/(−150.3) + 0.863/247.7) meV = 0.08 meV,

in agreement with diagonalisation of the six-state matrix.

Two further limits concern the use of the band edges. At 300 K, kT is 26 meV, or 0.17 of the light-heavy separation of 150 meV. Thermal holes have k ≠ 0, where the states mix in ways not treated here. In addition, the conduction minima at L, taken to have an unstrained gap of 0.66 eV and a volume coefficient of −1.5 eV, lie 5 meV below the minimum at k = 0 when the strain is +1.6 %. That margin is smaller than the effect of the parameter uncertainty, so these numbers cannot decide whether the stretched film has a direct gap.

For a silicon-germanium alloy described by averaged parameters, the same formulas apply with the alloy's own constants. The ratio |Q|/Δ controls the nonlinearity. Silicon has a Δ of roughly 40 meV, so in silicon-rich alloys the light-hole level departs from a straight line at much smaller strain than in germanium. The numerical output lists the values for all three germanium strains.

Numbers as computed

```
Germanium, rough typical parameters
spin-orbit splitting = 290 meV
b = -2.3 eV, a_v = 1.2 eV
a_c: Gamma = -8.2 eV, L = -1.5 eV
unstrained gaps: Gamma = 0.80 eV, L = 0.66 eV
unstrained direct-gap wavelength = 1550 nm
C11 = 129 GPa, C12 = 48 GPa
e_perp/e_par = -0.7442
temperature = 300 K
--- e_par = -1.6 % ---
e_perp = +1.191 %, trace = -2.009 %
P = -24.11, Q = +64.19, R = 289.74 meV
shifts HH = +40.07, LH = -56.33, SO = -56.08 meV
linear LH rule P-Q = -88.30 meV, true minus rule = +31.96 meV
HH minus LH = +96.41 meV
Z-orbital weight of LH = 0.3345
direct gap to HH = 0.9247 eV, to LH = 1.0211 eV
smallest direct-gap wavelength = 1341 nm
--- e_par = +0.2 % ---
e_perp = -0.149 %, trace = +0.251 %
P = +3.01, Q = -8.02, R = 298.89 meV
shifts HH = -5.01, LH = +11.47, SO = +2.58 meV
linear LH rule P-Q = +11.04 meV, true minus rule = +0.43 meV
HH minus LH = -16.48 meV
Z-orbital weight of LH = 0.7020
direct gap to HH = 0.7844 eV, to LH = 0.7679 eV
smallest direct-gap wavelength = 1615 nm
--- e_par = +1.6 % ---
e_perp = -1.191 %, trace = +2.009 %
P = +24.11, Q = -64.19, R = 398.00 meV
shifts HH = -40.07, LH = +110.21, SO = +2.20 meV
linear LH rule P-Q = +88.30 meV, true minus rule = +21.91 meV
HH minus LH = -150.28 meV
Z-orbital weight of LH = 0.8633
direct gap to HH = 0.6753 eV, to LH = 0.5250 eV
smallest direct-gap wavelength = 2361 nm
--- Characteristic values ---
LH turning point: Q = 64.44 meV, E_LH-P = -32.22 meV
in-plane strain giving that Q = -1.606 %
series limit |Q| = 96.67 meV
HH-LH saturation in compression = 193.3 meV
--- Omissions at +1.6 %, rough sizes ---
gap change for +0.1 % extra strain = -18.2 meV
gap change for 50 K heating at -0.4 meV/K = -20.0 meV
gap change, 10 % larger |b| = -10.3 meV
gap change, 10 % larger |a_c| = -16.5 meV
confinement, 50 nm, both masses 0.04 m_e = +7.5 meV
gap change using Green strain = -3.3 meV
LH-HH change if D scales as 1-trace = +0.33 meV
HH change, 10 % in-plane inequality = +0.078 meV
kT = 25.85 meV, kT/(LH-HH) = 0.172
HH/LH edge Boltzmann factor = 2.99e-03
L minus Gamma conduction edge = -5.4 meV
```
